Cartesian interaction tensors by recursion and dispersion coefficients C6 to C10

**1. Two oscillators on a line**

Take two identical systems, A and B. In each, one particle of unit mass and unit charge is bound harmonically to a fixed centre of opposite charge. The frequencies are ω_x = ω_y = 0.5 and ω_z = 0.4 hartree. Atomic units are used throughout, so C_N is in hartree bohr^N. The vector R runs from A to B, and r_A and r_B are displacements from the respective centres.

Let R lie along z. To lowest order in the displacements, the coupling of the two dipoles is

V = (x_A x_B + y_A y_B − 2 z_A z_B)/R³.

From the ground state, the product x_A x_B reaches the state with one x quantum on each side. Since ⟨0|x|1⟩² = 1/(2ω_x), the squared matrix element is 1/(4ω_x² R⁶), and the excitation energy is 2ω_x. Second-order perturbation theory gives E = −C6/R⁶ with

C6 = Σ_i t_i²/(8ω_i³), t = (−1, −1, 2).

The z term is 4/(8 × 0.064) = 7.8125, and the x and y terms together are 2/(8 × 0.125) = 2.0000. Thus C6 = 9.8125.

The numbers t_i are the second derivatives of 1/R at unit distance. C8 and C10 need derivatives up to rank 6, and these call for a systematic scheme.

**2. The recursion**

Define

T_ijk = ∂x^i ∂y^j ∂z^k (1/R), n = i + j + k, R ≠ 0.

The full tensor of rank n has 3^n entries. Derivatives commute, so it is symmetric, and the (n+1)(n+2)/2 numbers T_ijk hold all of it. Each stands for n!/(i! j! k!) equal entries.

Direct differentiation produces growing expressions. Auxiliary radial functions avoid this:

g_0 = 1/R, g_{m+1} = (1/R) dg_m/dR.

Each g_m is a constant times R^−(2m+1), so

g_{m+1} = −(2m+1) g_m/R²,
g_m = (−1)^m (2m−1)!!/R^(2m+1), with (−1)!! = 1.

Because ∂R/∂x = x/R, we have ∂x g_m = x g_{m+1}. Now apply p further x derivatives. In Leibniz's rule the factor x can be differentiated at most once, which leaves two terms:

∂x^(p+1) g_m = x ∂x^p g_{m+1} + p ∂x^(p−1) g_{m+1}.

Derivatives in y and z commute with x and may be applied to both sides. With F(i,j,k;m) = ∂x^i ∂y^j ∂z^k g_m, the recursion is

F(p+1,j,k;m) = x F(p,j,k;m+1) + p F(p−1,j,k;m+1),

and likewise for y and z. The tensor is the layer m = 0.

  for m = 0..N: F(0,0,0;m) = g_m
  for n = 1..N:
    for every (i,j,k) with i+j+k = n:
      choose an axis c whose index is positive
      low = (i,j,k) with index c reduced by 1
      p = index c of low
      for m = 0..N−n:
        F(i,j,k;m) = R_c F(low;m+1)
        if p > 0:
          low2 = low with index c reduced by 1
          F(i,j,k;m) += p F(low2;m+1)
  return T_ijk = F(i,j,k;0)

A point with integer length shows the arithmetic. For R = (1,2,2), R = 3 and

g_0 = 1/3, g_1 = −1/27, g_2 = 1/81, g_3 = −5/729.

The recursion then gives

T_200 = x² g_2 + g_1 = 1/81 − 3/81 = −2/81,
T_020 = y² g_2 + g_1 = 4/81 − 3/81 = 1/81,
T_110 = x y g_2 = 2/81,
T_300 = x³ g_3 + 3x g_2 = −5/729 + 27/729 = 22/729.

T_002 equals T_020 here, so the trace is −2/81 + 1/81 + 1/81 = 0. At this point, all components through rank 6 were tested in exact arithmetic against symbolic differentiation.

**3. Why 2n+1 components remain**

Away from the origin 1/R obeys Laplace's equation. Differentiating that equation gives

T_{i+2,j,k} + T_{i,j+2,k} + T_{i,j,k+2} = 0.

Solved for its last term, each such relation fixes one component with third index at least 2 from components whose third index is lower by 2. The components with k = 0 (n+1 of them) and k = 1 (n of them) stay free. The space S of symmetric traceless tensors of rank n therefore has dimension 2n+1.

It remains to show that interaction tensors fill S. Differentiating 1/R in full index notation gives

T_{α1…αn} = g_n R_α1 … R_αn + terms containing a Kronecker δ.

This follows by induction: a new derivative either acts on some g_m, giving another factor R_α, or on a factor R_β, giving δ_αβ. Contract with any h in S. Every δ takes a trace of h and vanishes, so

h·T(R) = g_n h(R), h(R) = h_{α1…αn} R_α1 … R_αn.

If the tensors T(R) spanned less than S, some nonzero h in S would be orthogonal to all of them. Then the polynomial h(R) would vanish for every R, and its coefficients h would be zero, a contradiction. The dimension is 2n+1.

"Independent" here means linearly independent as the direction varies. At one given R the whole tensor is fixed by three coordinates. The matrix rank over 60 random directions, tested for n = 1 to 6, is 3, 5, 7, 9, 11 and 13.

The same relation gives the norm of T. Put h = T(R). Contracting T with n factors of R is an nth derivative along R:

R^n·T = d^n/dt^n [1/|R + tR|] at t = 0
   = (1/R) d^n/dt^n (1+t)^(−1) at t = 0
   = (−1)^n n!/R.

Multiplying by g_n and using (2n)! = 2^n n! (2n−1)!!,

T·T = n! (2n−1)!!/R^(2n+2) = (2n)!/(2^n R^(2n+2)).

For n = 2 this is 6/R⁶, which agrees with 4 + 1 + 1 from section 1. In compact storage the sum must carry the weights n!/(i! j! k!).

**4. From tensors to dispersion coefficients**

Assume two neutral systems that do not overlap, each with a non-degenerate ground state, a centre of inversion at its origin and real wavefunctions. Dispersion is the part of the second-order energy in which both systems are excited. Retardation and exchange are neglected.

For a charge at r_A in A and one at r_B in B, Taylor expansion gives

1/|R + r_B − r_A| = Σ_n (1/n!) (r_B − r_A)^n · T^(n)(R).

T is symmetric, so the power expands binomially. The term with l factors of r_A and l' = n − l factors of r_B has weight (−1)^l n!/(l! l'!). The n! cancels. Terms with l = 0 or l' = 0 leave one system untouched and vanish by orthogonality when both are excited.

Define scaled transition moments

A_I(a) = ⟨0|Σ q x^i y^j z^k|a⟩/(i! j! k!), I = (i,j,k),

and B_J(b) likewise. The l!/(i! j! k!) equal entries of a rank-l moment, divided by l!, give just this scaling. With T taken at unit distance, the matrix element is Σ_n V_n/R^(n+1), where

V_n(a,b) = Σ_{l=1}^{n−1} (−1)^l Σ_{|I|=l} Σ_{|J|=n−l} A_I(a) T_{I+J} B_J(b).

Raw moments suffice: any trace part of a moment meets a trace of T, which is zero.

Let D = E_a + E_b be the sum of the excitation energies. In −Σ_ab V²/D, the product V_n V_n' carries R^−(n+n'+2), so C_N collects n + n' = N − 2:

C6 = Σ_ab V_2²/D
C8 = Σ_ab (V_3² + 2 V_2 V_4)/D
C10 = Σ_ab (V_4² + 2 V_3 V_5 + 2 V_2 V_6)/D.

Odd coefficients vanish because inversion symmetry lets a given state couple through even or through odd moments, never both. For given a and b, all contributing n then have the same parity. Without inversion centres, C7 = Σ 2V_2V_3/D and C9 must be kept.

  build T at unit distance up to rank 6
  build A_I(a), B_J(b) for ranks 1 to 5
  for n = 2..6:
    V_n = 0
    for l = 1..n−1:
      K[I,J] = T_{I+J} with |I| = l, |J| = n−l
      V_n += (−1)^l transpose(A_l) K B_{n−l}
  form C6, C8, C10 from V_n and D

For oscillators the sum over states is finite. A moment of rank l creates at most l quanta, so V_n reaches pairs with at most n quanta in total. A product V_n V_n' needs both factors, and in C10 the smaller of n and n' is at most 4. Each side holds at least one quantum, so neither needs more than three.

**5. The spherical limit**

For spheres the contraction can be done once and for all. First separate the two systems with the identity

1/(E_a+E_b) = (2/π) ∫_0^∞ E_a E_b du/[(E_a²+u²)(E_b²+u²)].

Each system then enters through sums of products of moments weighted by 2E/(E²+u²), with a common prefactor 1/(2π). Let Q_lm = Σ q r^l C_lm, where C_lm are real spherical harmonics normalized so that Σ_m C_lm² = 1, and let

α_l(iu) = Σ_a 2E_a ⟨0|Q_lm|a⟩²/(E_a²+u²),

which does not depend on m for a sphere.

The traceless part of a rank-l moment rotates irreducibly. Rotational invariance makes the response between different ranks vanish, and between equal ranks it must be c_l times the projector on S. All products that mix different (l,l') therefore disappear, including V_2V_4, V_3V_5 and V_2V_6.

To find c_l, write r̃ for the traceless part of the l-fold product of r. Section 3 shows that T^(l)(R) = g_l R̃. Contracting with l factors of s, and using the Legendre expansion of 1/|R + ts|,

g_l R̃·s̃ = (−1)^l l! s^l P_l(cos γ)/R^(l+1),

where γ is the angle between R and s. Dividing by g_l,

R̃·s̃ = [l!/(2l−1)!!] R^l s^l P_l(cos γ).

By the addition theorem, R^l s^l P_l is the sum over m of products of solid harmonics. The trace of the response is thus l!/(2l−1)!! times (2l+1)α_l. The projector has trace 2l+1, so

c_l = l! α_l/(2l−1)!!.

The coupling supplies 1/(l! l'!)² and T·T = (2n)!/2^n with n = l + l'. The projectors leave T unchanged. Hence the coefficient of R^−(2n+2) is

C_ll' = (1/2π) ∫ α_l^A α_l'^B du × [(2n)!/2^n]/[l!(2l−1)!! l'!(2l'−1)!!].

With l!(2l−1)!! = (2l)!/2^l the powers of 2 cancel:

C_ll' = (2l+2l')!/[(2l)!(2l')!] × (1/2π) ∫_0^∞ α_l^A(iu) α_l'^B(iu) du.

C6 is the term (1,1), C8 is (1,2) + (2,1), and C10 is (1,3) + (3,1) + (2,2). The prefactors are 6, 15, 28 and 70 for (1,1), (1,2), (1,3) and (2,2).

For an isotropic oscillator with ω = 0.5, Q_lm excites one level, of energy lω. The static values α_l = 4, 6 and 20 give squared moments μ_l² = α_l lω/2 = 1, 3 and 15. The frequency integral, with its 1/(2π), equals μ_l² μ_l'²/[(l+l')ω]. Therefore

C_11 = 6 × 1/1 = 6
C_12 = 15 × 3/1.5 = 30
C_13 = 28 × 15/2 = 210
C_22 = 70 × 9/2 = 315.

The totals are C6 = 6, C8 = 60 and C10 = 420 + 315 = 735. The Cartesian contraction gives the same values.

**6. What anisotropy adds**

Return to the oscillators of section 1, with both z axes parallel. The contraction gives:

R along z: C6 = 9.81, C8 = 165.7, C10 = 2828
R along x: C6 = 6.95, C8 = 52.2, C10 = 656
R along (0.6,0,0.8): C6 = 8.42, C8 = 111.9, C10 = 1594

The higher coefficients vary more strongly with direction. From x to z, C6 grows by a factor 1.4, C8 by 3.2 and C10 by 4.3.

Much of this comes from products of different ranks. In C8 the product 2V_2V_4 contributes +58.9 for R along z and −22.3 for R along x. Its sign can be traced. Let s_i = 1/(2ω_i) be the ground-state variance along axis i. For a Gaussian ground state, the cubic moment to a one-quantum state along i is

⟨0|r_α r_β r_γ|1_i⟩ = √s_i (δ_αi δ_βγ s_β + two permutations).

In V_4 the terms l = 1 and l = 3 each carry 1/3! times three equal contributions, hence 1/2, and together

V_4(1_i,1_j) = −√(s_i s_j) Σ_β s_β T_ijββ.

The part of s_β common to all axes multiplies a trace and drops out. What remains is Δ = s_z − s_x = 1.25 − 1 = 0.25 along z. Since V_2 = −√(s_i s_j) T_ij,

C8(cross) = 2Δ Σ_ij s_i s_j T_ij T_ijzz/(ω_i+ω_j).

For R along z, T_zz = 2, T_zzzz = 24, T_xx = −1 and T_xxzz = −12, with y equal to x. The sum is 1.5625 × 48/0.8 + 2 × 12 = 117.75, and multiplication by 2Δ = 0.5 gives 58.875. Every term is positive: the extra spread lies along R and strengthens the leading coupling.

For R along x, T_xx = 2 meets T_xxzz = −12, while T_yy = T_zz = −1 meet T_yyzz = 3 and T_zzzz = 9. Every term is negative: the extra spread lies across R and weakens the coupling. With Δ = 0 the effect vanishes, as section 5 requires.

Dropping this product would leave C8 = 106.8 along z, 36% below the full value, and 74.5 along x, 43% above it. An implementation that carries over the spherical list of terms fails in this way for anisotropic systems.

Off-diagonal tensor components matter too. For the tilted direction T_xz = 3 × 0.6 × 0.8 = 1.44, and the two xz terms give 2 × 1.44²/(4 × 0.5 × 0.4 × 0.9) = 5.76 of the total C6 = 8.42.

**7. A check that uses no tensors**

An error in the moments, signs or weights could survive a check made within the same expansion. The undivided interaction 1/|R + r_B − r_A| offers another road. Its matrix elements are evaluated with six Gauss–Hermite nodes per coordinate, the second-order sum is formed at five distances from 40 to 120 bohr, and −R⁶E is fitted by a polynomial in 1/R².

The nodes integrate polynomials exactly through degree 11 in each coordinate. The moments through C10 need at most degree 5 from the coupling plus 3 from the excited state. The finite set of nodes thus has the same C6, C8 and C10 as the continuous clouds, and it avoids their overlapping tails.

For R along z the fit gives C10 = 2827.871, against 2827.869 from the contraction. Agreement was tested for all three directions, with relative tolerances of 10⁻⁸ for C6, 10⁻⁵ for C8 and 2 × 10⁻³ for C10. C10 is the least sharply determined: the finite fit absorbs part of the higher terms, and it amplifies rounding errors to a similar size, about 10⁻³ in C10. This road uses the same list of states as the contraction, up to three quanta per system, so that limit rests on the counting argument of section 4.

**8. Cost and stability**

Up to rank N, the recursion fills one entry for each set i + j + k + m ≤ N. That is (N+4)!/(4! N!) entries, or 210 for N = 6, each with at most two products and a sum. Computing only k = 0 and k = 1 reduces the growth from N⁴ to N³ and the count at N = 6 to 140. The trace relation then supplies the other components. Each such step adds two earlier errors, so inherited absolute errors grow at most by a factor of 2 per step. At rank 6 the component with k = 6 takes three steps, which gives a factor of at most 2³ = 8, apart from new rounding.

The recursion itself can lose digits by cancellation. At R = (1,2,2),

T_400 = x⁴ g_4 + 6x² g_3 + 3g_2 = (35 − 270 + 243)/6561 = 8/6561,

so the result is far smaller than two of its terms. An error should therefore be judged against the norm of the tensor, not against one small component. Building T at unit distance and applying R^−(n+1) afterwards keeps very large and very small powers out of the recursion.

With S states per system, one block of V_n costs about s_l s_l' S + s_l S² multiplications, where s_l = (l+1)(l+2)/2. The trace relation can reduce s_l to 2l+1: working down from the largest k, subtract A_{i,j,k+2} from both A_{i+2,j,k} and A_{i,j+2,k}, then discard it. The contraction with T is unchanged.

**9. Where the result fails**

The series in 1/R is a long-range expansion. For R along z at 20 bohr, the three terms are −153.3, −6.5 and −0.3 in units of 10⁻⁹ hartree, with sum −160.1. Each is about 4% of the one before. The ratio of the second to the first is C8/(C6 R²) = 16.9/R², which reaches 1 near 4.1 bohr. There all three terms are about equal, so the truncated sum shows no sign of convergence and is not a reliable estimate. At 5 bohr the three-term sum still exceeds the second-order energy of the continuous clouds by more than 10%; this overlap effect calls for damping, which these coefficients do not contain. At 6 and 8 bohr the sum instead falls short, by about 5% and 3%, because the omitted terms beyond R⁻¹⁰ outweigh overlap.

Dispersion is also not the whole interaction. The anisotropic oscillator has a permanent quadrupole, because its variances differ. Two such quadrupoles interact in first order as R⁻⁵, which falls off more slowly than R⁻⁶. For R along z the term is ¼Δ²T_zzzz/R⁵ = +0.375/R⁵, a repulsion of 117 × 10⁻⁹ hartree at 20 bohr that cancels about three quarters of the dispersion energy there and exceeds it at 30 bohr. The quadrupoles also cause induction, here −3.5/R⁸. Both effects must be added separately.

For a degenerate ground state, the perturbation theory must start from the coupled degenerate states. The instantaneous Coulomb coupling is itself an approximation, and retardation sets in gradually. For R along z it weakens the R⁻⁶ term by 17% at R = c/ω_z ≈ 340 bohr. At 20 bohr the change is only 0.15%, but that is 0.23 × 10⁻⁹ hartree, about the size of the R⁻¹⁰ term.

The full set of values is given in the numerical output.

Computed values

```
Tensor components at R = (1,2,2) bohr, exact, atomic units:
  T_200 = -2/81
  T_020 = 1/81
  T_002 = 1/81
  T_110 = 2/81
  T_300 = 22/729
  T_400 = 8/6561
rank n | 3^n | symmetric | independent | T.T*R^(2n+2)
  1 | 3 | 3 | 3 | 1
  2 | 9 | 6 | 5 | 6
  3 | 27 | 10 | 7 | 90
  4 | 81 | 15 | 9 | 2520
  5 | 243 | 21 | 11 | 113400
  6 | 729 | 28 | 13 | 7484400
Isotropic pair, frequency 0.5 hartree (atomic units):
  static alpha_1, alpha_2, alpha_3 = 4.0000, 6.0000, 20.0000
  terms (1,1), (1,2), (1,3), (2,2) = 6.0000, 30.0000, 210.0000, 315.0000
  contracted C6, C8, C10 = 6.0000, 60.0000, 735.0000
Anisotropic pair, frequencies x,y,z = 0.5, 0.5, 0.4 hartree
  static dipole polarizabilities x, z = 4.0000, 6.2500 bohr^3
R along z (atomic units):
  contracted C6, C8, C10 = 9.8125, 165.6830, 2827.869
  from full Coulomb      = 9.8125, 165.6830, 2827.871
  cross products in C8, C10 = 58.8750, 1288.862
  C6 parts: zz = 7.8125, xx + yy = 2.0000
R along x (atomic units):
  contracted C6, C8, C10 = 6.9531, 52.1629, 655.656
  from full Coulomb      = 6.9531, 52.1629, 655.655
  cross products in C8, C10 = -22.2891, -344.361
R along (0.6,0,0.8) (atomic units):
  contracted C6, C8, C10 = 8.4195, 111.8881, 1593.614
  from full Coulomb      = 8.4195, 111.8881, 1593.615
  cross products in C8, C10 = 20.0756, 323.137
Energy terms at R = 20 bohr along z, in 1e-9 hartree:
  R^-6: -153.320, R^-8: -6.472, R^-10: -0.276, sum: -160.068
```
